# Surface energy from the blade test of two bonded wafers: a numerical check

```python
"""
Blade test of a bond between two equal wafers.
Result under test: gamma = 3 Ebar delta^2 t^3 / (32 L^4), for t << L.
gamma: energy per area of each new surface (separation costs 2 gamma)
Ebar: E/(1-nu^2) in plane strain, E in plane stress
delta: blade thickness; t: thickness of one wafer; L: debond length
D: bending stiffness per width; G: energy release rate
ell: decay length of the deformation in the bonded part
All energies and forces of the strip are per unit width, in SI units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

E, nu = 160e9, 0.20
t, delta, L = 0.5e-3, 0.1e-3, 20e-3
Ebar = E / (1 - nu**2)
D = Ebar * t**3 / 12


def gamma_beam(length, thickness=t, modulus=Ebar):
    return 3 * modulus * delta**2 * thickness**3 / (32 * length**4)


def beam_response(length, foundation=None):
    """Unit end force on one wafer: positions and deflections.

    Cubic beam elements; root clamped if foundation is None,
    otherwise the beam continues over an elastic foundation.
    """
    free_nodes = np.linspace(0, length, 21)
    if foundation is None:
        x = free_nodes
    else:
        x = np.r_[np.linspace(-8 * t, 0, 81)[:-1], free_nodes]
    K = np.zeros((2 * len(x), 2 * len(x)))
    for i in range(len(x) - 1):
        h = x[i + 1] - x[i]
        ke = D / h**3 * np.array([
            [12, 6*h, -12, 6*h],
            [6*h, 4*h*h, -6*h, 2*h*h],
            [-12, -6*h, 12, -6*h],
            [6*h, 2*h*h, -6*h, 4*h*h]])
        if foundation is not None and x[i + 1] < 1e-12:
            ke = ke + foundation * h / 420 * np.array([
                [156, 22*h, 54, -13*h],
                [22*h, 4*h*h, 13*h, -3*h*h],
                [54, 13*h, 156, -22*h],
                [-13*h, -3*h*h, -22*h, 4*h*h]])
        K[2*i:2*i+4, 2*i:2*i+4] += ke
    force = np.zeros(2 * len(x))
    force[-2] = 1.0
    start = 2 if foundation is None else 0
    u = np.zeros(2 * len(x))
    u[start:] = np.linalg.solve(K[start:, start:], force[start:])
    return x, u[::2]


def beam_energy(length, foundation=None):
    """Elastic energy of both wafers at fixed total opening delta."""
    compliance = beam_response(length, foundation)[1][-1]
    return (delta / 2)**2 / compliance


def release_rate_2d(length, thickness, plane_strain=True):
    """G from plane elasticity, by moving the crack front on one mesh.

    By symmetry one wafer is modelled; its lower face is the bond plane.
    Biquadratic rectangular elements; blade contact at the lower corner.
    """
    ny = 8
    h = thickness / ny
    nx = int(round((length + 6 * thickness) / h))
    rows = 2 * ny + 1
    if plane_strain:
        factor = E / ((1 + nu) * (1 - 2 * nu))
        elastic = factor * np.array([
            [1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, (1 - 2*nu) / 2]])
    else:
        elastic = E / (1 - nu**2) * np.array([
            [1, nu, 0], [nu, 1, 0], [0, 0, (1 - nu) / 2]])

    def shape(s):
        return (np.array([s*(s-1)/2, 1-s*s, s*(s+1)/2]),
                np.array([s-0.5, -2*s, s+0.5]))

    ke = np.zeros((18, 18))
    points, weights = np.polynomial.legendre.leggauss(3)
    for a, wa in zip(points, weights):
        for b, wb in zip(points, weights):
            nxi, dxi = shape(a)
            neta, deta = shape(b)
            dx = np.outer(dxi, neta).ravel() * 2 / h
            dy = np.outer(nxi, deta).ravel() * 2 / h
            B = np.zeros((3, 18))
            B[0, ::2], B[1, 1::2] = dx, dy
            B[2, ::2], B[2, 1::2] = dy, dx
            ke += wa * wb * h * h / 4 * B.T @ elastic @ B
    ix, iy = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
    corner = (2 * ix * rows + 2 * iy).ravel()
    local = (np.arange(3)[:, None] * rows + np.arange(3)).ravel()
    nodes = corner[:, None] + local
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 18)
    size = 2 * (2 * nx + 1) * rows
    K = coo_matrix((np.tile(ke.ravel(), len(dofs)),
                    (np.repeat(dofs, 18, axis=1).ravel(),
                     np.tile(dofs, (1, 18)).ravel())),
                   shape=(size, size)).tocsr()
    energies = []
    for shift in (-1, 1):
        front = 2 * (int(round(length / h)) + shift)
        bonded = 2 * np.arange(front, 2 * nx + 1) * rows + 1
        # One horizontal constraint removes rigid translation.
        fixed = np.r_[bonded, 2 * (2 * nx) * rows, 1]
        u = np.zeros(size)
        u[1] = delta / 2
        free = np.setdiff1d(np.arange(size), fixed)
        rhs = -(K @ u)[free]
        u[free] = spsolve(K[free][:, free].tocsc(), rhs)
        energies.append(u @ (K @ u))  # both wafers
    return (energies[0] - energies[1]) / (2 * h)


# Clamped beam: shape, energy, release rate, root moment.
x, unit_w = beam_response(L)
blade_force = (delta / 2) / unit_w[-1]
w_formula = delta / 4 * (3 * (x / L)**2 - (x / L)**3)
assert np.allclose(blade_force * unit_w, w_formula,
                   rtol=1e-6, atol=1e-6 * delta)
U_formula = Ebar * t**3 * delta**2 / (16 * L**3)
assert abs(beam_energy(L) / U_formula - 1) < 1e-6
step = 1e-3 * L
G_numeric = (beam_energy(L - step) - beam_energy(L + step)) / (2 * step)
gamma = gamma_beam(L)
assert abs(G_numeric / (2 * gamma) - 1) < 1e-4
root_moment = 3 * D * delta / (2 * L**2)
assert abs(blade_force * L / root_moment - 1) < 1e-6
assert abs(root_moment**2 / D / G_numeric - 1) < 1e-4


# Arrest: minimize elastic plus surface energy over the crack length.
def total_energy(length):
    return beam_energy(length) + 2 * gamma * length


arrest = minimize_scalar(total_energy, bounds=(5e-3, 60e-3),
                         method="bounded", options={"xatol": 1e-8})
assert abs(arrest.x / L - 1) < 1e-3
assert total_energy(0.9 * L) > total_energy(L) < total_energy(1.1 * L)

# Elastic foundation ahead of the crack: compliance and corrected law.
k = 2 * Ebar / t
ell = t / 6**0.25
C_formula = ((L + ell)**3 + ell**3 / 2) / (3 * D)
C_numeric = beam_response(L, k)[1][-1]
assert abs(C_numeric / C_formula - 1) < 1e-5
G_foundation = (beam_energy(L - step, k)
                - beam_energy(L + step, k)) / (2 * step)
gamma_root = gamma_beam(L + ell)
assert abs(G_foundation / (2 * gamma_root) - 1) < 3e-4

# Two-dimensional elasticity: prefactor, exponents, root correction.
cases = [(5e-3, t), (10e-3, t), (20e-3, t), (20e-3, 2 * t)]
G2d = [release_rate_2d(a, b) for a, b in cases]
ratios = []
for (a, b), value in zip(cases, G2d):
    ratio = value / (2 * gamma_beam(a, b))
    estimate = (1 + b / (6**0.25 * a))**-4
    # The foundation is an estimate; its error must fall as t/L.
    assert abs(ratio / estimate - 1) < 0.25 * b / a
    ratios.append(ratio)
assert ratios[0] < ratios[1] < ratios[2] < 1
power_short = np.log2(G2d[1] / G2d[0])
power_long = np.log2(G2d[2] / G2d[1])
power_t = np.log2(G2d[3] / G2d[2])
assert abs(power_long + 4) < abs(power_short + 4)
assert abs(power_long + 4) < 0.15 and abs(power_t - 3) < 0.15
G_stress = release_rate_2d(10e-3, t, plane_strain=False)
ratio_stress = G_stress / (2 * gamma_beam(10e-3, t, E))
assert abs(ratio_stress / ratios[1] - 1) < 0.01
fe_shift = (ratios[2]**-0.25 - 1) * L / t

hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
print(f"Young modulus E: {E/1e9:.1f} GPa")
print(f"Poisson ratio nu: {nu:.2f}")
print(f"Wafer thickness t: {t*1e3:.3f} mm")
print(f"Blade thickness delta: {delta*1e3:.3f} mm")
print(f"Debond length L: {L*1e3:.3f} mm")
print(f"Plane-strain modulus Ebar: {Ebar/1e9:.3f} GPa")
print(f"Bending stiffness per width D: {D:.5f} N m")
print(f"Slope at blade: {3*delta/(4*L):.6f} rad")
print(f"Root moment per width: {root_moment:.5f} N")
print(f"Largest surface strain: {3*delta*t/(4*L**2):.4e}")
print(f"Blade force per width, one wafer: {blade_force:.4f} N/m")
print(f"Elastic energy per width, both: {U_formula:.4e} J/m")
print(f"Release rate G, beam: {2*gamma:.5f} J/m^2")
print(f"Surface energy gamma, beam: {gamma:.5f} J/m^2")
print(f"Same gamma: {gamma*bohr**2/hartree:.4e} hartree/bohr^2")
print(f"Gamma with plane-stress E: {gamma_beam(L, t, E):.5f} J/m^2")
print(f"Arrest length from minimization: {arrest.x*1e3:.4f} mm")
print(f"Gamma if L is read 1 mm short: {gamma_beam(L-1e-3):.5f} J/m^2")
print(f"Gamma if L is read 1 mm long: {gamma_beam(L+1e-3):.5f} J/m^2")
print(f"Root decay length ell: {ell*1e3:.4f} mm")
print(f"Ratio ell/t: {ell/t:.4f}")
print(f"Root-corrected gamma: {gamma_root:.5f} J/m^2")
print(f"Simple/root-corrected gamma: {gamma/gamma_root:.4f}")
print(f"Gamma from 2D elasticity: {G2d[2]/2:.5f} J/m^2")
print(f"Length shift from 2D elasticity: {fe_shift:.4f} t")
for (a, b), ratio in zip(cases, ratios):
    print(f"L={a*1e3:.0f} mm, t={b*1e3:.1f} mm: G_2D/G_beam={ratio:.4f}")
print(f"Plane-stress G_2D/G_beam, L=10 mm: {ratio_stress:.4f}")
print(f"2D exponent of L, 5 to 10 mm: {power_short:.4f}")
print(f"2D exponent of L, 10 to 20 mm: {power_long:.4f}")
print(f"2D exponent of t, 0.5 to 1 mm at L=20 mm: {power_t:.4f}")
print("all tests passed")
```

Printed output:

```
Young modulus E: 160.0 GPa
Poisson ratio nu: 0.20
Wafer thickness t: 0.500 mm
Blade thickness delta: 0.100 mm
Debond length L: 20.000 mm
Plane-strain modulus Ebar: 166.667 GPa
Bending stiffness per width D: 1.73611 N m
Slope at blade: 0.003750 rad
Root moment per width: 0.65104 N
Largest surface strain: 9.3750e-05
Blade force per width, one wafer: 32.5521 N/m
Elastic energy per width, both: 1.6276e-03 J/m
Release rate G, beam: 0.24414 J/m^2
Surface energy gamma, beam: 0.12207 J/m^2
Same gamma: 7.8406e-05 hartree/bohr^2
Gamma with plane-stress E: 0.11719 J/m^2
Arrest length from minimization: 20.0000 mm
Gamma if L is read 1 mm short: 0.14987 J/m^2
Gamma if L is read 1 mm long: 0.10043 J/m^2
Root decay length ell: 0.3195 mm
Ratio ell/t: 0.6389
Root-corrected gamma: 0.11457 J/m^2
Simple/root-corrected gamma: 1.0654
Gamma from 2D elasticity: 0.11429 J/m^2
Length shift from 2D elasticity: 0.6638 t
L=5 mm, t=0.5 mm: G_2D/G_beam=0.7715
L=10 mm, t=0.5 mm: G_2D/G_beam=0.8774
L=20 mm, t=0.5 mm: G_2D/G_beam=0.9363
L=20 mm, t=1.0 mm: G_2D/G_beam=0.8774
Plane-stress G_2D/G_beam, L=10 mm: 0.8774
2D exponent of L, 5 to 10 mm: -3.8146
2D exponent of L, 10 to 20 mm: -3.9062
2D exponent of t, 0.5 to 1 mm at L=20 mm: 2.9062
all tests passed
```
